# Climbing-image elastic band in two dimensions: when it finds the saddle: verification in Python

```python
"""
Climbing-image nudged elastic band (NEB) on a two-dimensional surface.

Result under test: with the tangential force reversed, the climbing image
moves as dx/dt = -(I - 2 t t^T) grad V.  A non-degenerate stationary point
attracts it if and only if it is a first-order saddle whose unstable mode
makes an angle below 45 degrees with the unit tangent t.

Model: V = E0 (x^2/L^2 - 1)^2 + tilt x/L + (k/2) (y - beta x - gamma x^2)^2
x: proton transfer coordinate, y: heavy-atom displacement (angstrom).
Energies in eV; -a and b are the Hessian eigenvalues at the saddle.
The step multiplies a force and has the unit angstrom^2/eV.
"""
import numpy as np
from scipy import constants

E0, L, TILT = 0.6, 0.5, -0.1
K_VALLEY, BETA, GAMMA = 20.0, 0.2, 0.5
K_SPRING, STEP, TEMPERATURE = 5.0, 0.01, 500.0


def energy(r):
    x, y = r[..., 0], r[..., 1]
    u = y - BETA * x - GAMMA * x**2
    return E0 * (x**2 / L**2 - 1)**2 + TILT * x / L + 0.5 * K_VALLEY * u**2


def gradient(r):
    x, y = r[..., 0], r[..., 1]
    u = y - BETA * x - GAMMA * x**2
    gx = 4 * E0 * x / L**2 * (x**2 / L**2 - 1) + TILT / L
    gx = gx - K_VALLEY * u * (BETA + 2 * GAMMA * x)
    return np.stack([gx, K_VALLEY * u], axis=-1)


def jacobian(function, point, delta=1e-5):
    """Central-difference derivative of a vector function."""
    columns = []
    for i in range(point.size):
        shift = np.zeros(point.size)
        shift[i] = delta
        difference = function(point + shift) - function(point - shift)
        columns.append(difference / (2 * delta))
    return np.array(columns).T


def tangents(images, values):
    """Energy-weighted upwind unit tangents of the moving images."""
    forward = images[2:] - images[1:-1]
    backward = images[1:-1] - images[:-2]
    dv_next = values[2:] - values[1:-1]
    dv_prev = values[:-2] - values[1:-1]
    large = np.maximum(abs(dv_next), abs(dv_prev))
    small = np.minimum(abs(dv_next), abs(dv_prev))
    next_higher = values[2:] > values[:-2]
    w_next = np.where(next_higher, large, small)
    w_prev = np.where(next_higher, small, large)
    rising = (dv_next > 0) & (dv_prev < 0)
    falling = (dv_next < 0) & (dv_prev > 0)
    w_next = np.where(rising, 1.0, np.where(falling, 0.0, w_next))
    w_prev = np.where(rising, 0.0, np.where(falling, 1.0, w_prev))
    t = w_next[:, None] * forward + w_prev[:, None] * backward
    return t / np.sqrt((t**2).sum(axis=1))[:, None]


def band_force(images, climber=None, v=energy, grad=gradient):
    """Forces on moving images; climber counts moving images from zero."""
    t = tangents(images, v(images))
    g = grad(images[1:-1])
    along = (g * t).sum(axis=1)
    lengths = np.sqrt((np.diff(images, axis=0)**2).sum(axis=1))
    spring = K_SPRING * (lengths[1:] - lengths[:-1])
    force = -g + (along + spring)[:, None] * t
    if climber is not None:
        force[climber] = -g[climber] + 2 * along[climber] * t[climber]
    return force


def relax(start, end, moving, climb):
    """Straight initial band, 300 ordinary steps, then optional climbing."""
    images = np.linspace(start, end, moving + 2)
    for _ in range(300):
        images[1:-1] += STEP * band_force(images)
    climber = int(np.argmax(energy(images[1:-1]))) if climb else None
    for count in range(60000):
        force = band_force(images, climber)
        if np.max(abs(force)) < 1e-9:
            return images, climber, count
        images[1:-1] += STEP * force
    raise RuntimeError("band did not converge")


def single_image(start, t, factor, step, count):
    """One image, frozen tangent t, factor times tangential part removed."""
    r = np.array(start, dtype=float)
    for _ in range(count):
        g = gradient(r)
        r = r - step * (g - factor * np.dot(g, t) * t)
    return r


def angle_deg(u, v):
    c = abs(np.dot(u, v)) / np.linalg.norm(u) / np.linalg.norm(v)
    return np.degrees(np.arccos(min(1.0, c)))


# Stationary points from the cubic equation, independent of any band.
roots = np.roots([4 * E0 / L**4, 0.0, -4 * E0 / L**2, TILT / L])
assert np.max(abs(roots.imag)) < 1e-12
xs = np.sort(roots.real)
reactant, saddle, product = [
    np.array([x, BETA * x + GAMMA * x**2]) for x in xs]
for point in (reactant, saddle, product):
    assert np.max(abs(gradient(point))) < 1e-10
probe = np.array([0.17, -0.08])
numeric = jacobian(lambda r: np.array([energy(r)]), probe)[0]
assert np.allclose(numeric, gradient(probe), atol=1e-6)

hessian = jacobian(gradient, saddle)
hessian = 0.5 * (hessian + hessian.T)
eigenvalues, modes = np.linalg.eigh(hessian)
a, b = -eigenvalues[0], eigenvalues[1]
unstable, stable = modes[:, 0], modes[:, 1]
assert a > 0 and b > 0
for point in (reactant, product):
    h_min = jacobian(gradient, point)
    assert np.min(np.linalg.eigvalsh(0.5 * (h_min + h_min.T))) > 0

# The 45-degree rule against eigenvalues for random Hessians and tangents.
rng = np.random.default_rng(4)
kinds = {"minimum": [0, 0], "saddle": [0, 0], "maximum": [0, 0]}
for _ in range(3000):
    m = rng.normal(size=(2, 2))
    m = m + m.T
    phi = rng.uniform(0, np.pi)
    t = np.array([np.cos(phi), np.sin(phi)])
    w, q = np.linalg.eigh(m)
    rates = np.linalg.eigvals((np.eye(2) - 2 * np.outer(t, t)) @ m)
    attracts = bool(np.min(rates.real) > 0)
    kind = ("minimum", "saddle", "maximum")[int(np.sum(w < 0))]
    predicted = kind == "saddle" and angle_deg(t, q[:, 0]) < 45
    assert attracts == predicted
    kinds[kind][0] += 1
    kinds[kind][1] += attracts

# The same rule on the model surface, by following the motion itself.
def tangent_at(degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    return c * unstable + s * stable


growth = {}
for degrees in (40, 50):
    r = single_image(saddle + 1e-4 * unstable, tangent_at(degrees),
                     2, 0.001, 2000)
    growth[degrees] = np.linalg.norm(r - saddle) / 1e-4
assert growth[40] < 0.1 and growth[50] > 10

# Largest stable step for complex rates, tested on both sides.
trace40 = (a + b) * np.cos(np.radians(80))
assert trace40**2 < 4 * a * b
step_limit = trace40 / (a * b)
step_growth = {}
for fraction in (0.9, 1.1):
    r = single_image(saddle + 1e-6 * unstable, tangent_at(40),
                     2, fraction * step_limit, 1000)
    step_growth[fraction] = np.linalg.norm(r - saddle) / 1e-6
assert step_growth[0.9] < 0.1 and step_growth[1.1] > 10

# A neighbour on a quadratic saddle turns onto the unstable mode at a+b.
curvature = np.array([-a, b])
line = np.array([[x, 0.0] for x in (-0.2, -0.1, 0.0, 0.1, 0.2)])


def neighbour_force(r):
    images = line.copy()
    images[1] = r
    return band_force(images, 1, lambda p: 0.5 * (curvature * p**2).sum(-1),
                      lambda p: curvature * p)[0]


turning_rate = -jacobian(neighbour_force, line[1])[1, 1]
assert abs(turning_rate - (a + b)) < 1e-4

# Ordinary band and climbing band with five moving images.
plain, _, plain_steps = relax(reactant, product, 5, False)
band, climber, climb_steps = relax(reactant, product, 5, True)
top = int(np.argmax(energy(plain)))
climb_point = band[climber + 1]
position_error = np.linalg.norm(climb_point - saddle)
assert position_error < 1e-8
assert int(np.argmax(energy(band))) == climber + 1
barrier = energy(saddle) - energy(reactant)
barrier_climb = energy(climb_point) - energy(reactant)
barrier_plain = energy(plain[top]) - energy(reactant)
missing = barrier - barrier_plain
offset = np.linalg.norm(plain[top] - saddle)
estimate = 0.5 * a * offset**2
assert abs(barrier_climb - barrier) < 1e-10
assert missing > 1e-3 and abs(estimate / missing - 1) < 0.25
kt = constants.k * TEMPERATURE / constants.e
rate_factor = np.exp(missing / kt)

# Derivative of the complete band force at the converged climbing band.
def flat_force(flat):
    images = band.copy()
    images[1:-1] = flat.reshape(-1, 2)
    return band_force(images, climber).ravel()


full = -jacobian(flat_force, band[1:-1].ravel())
rows = full[2 * climber:2 * climber + 2].copy()
t_climb = tangents(band, energy(band))[climber]
expected = (np.eye(2) - 2 * np.outer(t_climb, t_climb)) @ hessian
assert np.allclose(rows[:, 2 * climber:2 * climber + 2], expected, atol=1e-4)
rows[:, 2 * climber:2 * climber + 2] = 0
coupling = np.max(abs(rows))
assert coupling < 1e-5
slowest = np.min(np.linalg.eigvals(full).real)
assert slowest > 0
climb_rates = np.sort(np.linalg.eigvals(expected).real)

# Factor 0, 1, 2 in front of the removed tangential part, same start.
t_plain = tangents(plain, energy(plain))[top - 1]
ends = {s: single_image(plain[top], t_plain, s, STEP, 5000)
        for s in (0, 1, 2)}
left = {s: np.linalg.norm(gradient(ends[s])) for s in ends}
assert min(np.linalg.norm(ends[0] - p) for p in (reactant, product)) < 1e-6
assert left[1] > 0.05 and np.linalg.norm(ends[1] - saddle) > 0.01
assert np.linalg.norm(ends[2] - saddle) < 1e-6

# Alignment of tangent and neighbours with the unstable mode.
alignment = []
for moving in (5, 11, 23):
    images, c, _ = relax(reactant, product, moving, True)
    i = c + 1
    assert np.linalg.norm(images[i] - saddle) < 1e-8
    t = tangents(images, energy(images))[c]
    chords = [images[i + 1] - images[i], images[i] - images[i - 1]]
    spacing = max(np.linalg.norm(v) for v in chords)
    chord_angle = max(angle_deg(v, unstable) for v in chords)
    alignment.append((moving, spacing, angle_deg(t, unstable), chord_angle))
assert all(item[2] < 45 for item in alignment)
assert alignment[-1][2] < 2
assert alignment[-1][3] < 0.5 * alignment[0][3]

print(f"E0 = {E0} eV, L = {L} angstrom, tilt = {TILT} eV")
print(f"k = {K_VALLEY} eV/angstrom^2, beta = {BETA}, "
      f"gamma = {GAMMA} 1/angstrom")
print(f"spring = {K_SPRING} eV/angstrom^2, step = {STEP} angstrom^2/eV")
for name, p in (("reactant", reactant), ("saddle", saddle),
                ("product", product)):
    print(f"{name}: x = {p[0]:.5f}, y = {p[1]:.5f} angstrom, "
          f"V = {energy(p):.5f} eV")
print(f"saddle Hessian xx, xy, yy = {hessian[0, 0]:.4f}, "
      f"{hessian[0, 1]:.4f}, {hessian[1, 1]:.4f} eV/angstrom^2")
print(f"a = {a:.4f}, b = {b:.4f} eV/angstrom^2")
mode_slope = np.degrees(np.arctan(unstable[1] / unstable[0]))
print(f"unstable mode to x axis = {mode_slope:.2f} degrees")
for kind, (total, number) in kinds.items():
    print(f"random {kind}: {total} cases, {number} attracting")
for degrees, value in growth.items():
    print(f"tangent at {degrees} degrees: distance ratio after 2000 "
          f"steps of 0.001 = {value:.3g}")
print(f"step limit at 40 degrees = {step_limit:.5f} angstrom^2/eV")
for fraction, value in step_growth.items():
    print(f"{fraction} of limit: distance ratio after 1000 steps "
          f"= {value:.3g}")
print(f"neighbour turning rate = {turning_rate:.4f}, "
      f"a+b = {a + b:.4f} eV/angstrom^2")
print(f"steps after first 300: ordinary {plain_steps}, "
      f"climbing {climb_steps}")
print("climbing band: image, x (angstrom), y (angstrom), V (eV)")
for i, p in enumerate(band):
    print(f"  {i} {p[0]:.5f} {p[1]:.5f} {energy(p):.5f}")
print(f"climbing image = {climber + 1}, distance to saddle "
      f"= {position_error:.1e} angstrom")
print(f"ordinary top image = {top}: x = {plain[top, 0]:.5f}, "
      f"y = {plain[top, 1]:.5f} angstrom")
print(f"its distance to saddle = {offset:.5f} angstrom")
print(f"barrier from cubic = {barrier:.5f} eV")
print(f"barrier, climbing band = {barrier_climb:.5f} eV "
      f"= {barrier_climb * constants.e * constants.N_A / 1000:.3f} kJ/mol")
print(f"barrier, ordinary band = {barrier_plain:.5f} eV")
print(f"missing energy = {missing:.5f} eV, a d^2/2 = {estimate:.5f} eV")
print(f"kT at {TEMPERATURE:.0f} K = {kt:.5f} eV, "
      f"rate too high by factor {rate_factor:.3f}")
print(f"climber rates = {climb_rates[0]:.4f}, {climb_rates[1]:.4f}; "
      f"slowest band rate = {slowest:.4f} eV/angstrom^2")
print(f"largest coupling of climber to others = {coupling:.1e} "
      f"eV/angstrom^2")
for s, p in ends.items():
    print(f"factor {s}: end x = {p[0]:.5f}, y = {p[1]:.5f} angstrom, "
          f"gradient = {left[s]:.2e} eV/angstrom")
print("moving images, spacing (angstrom), tangent and chord angle (deg)")
for moving, spacing, t_angle, c_angle in alignment:
    print(f"  {moving} {spacing:.4f} {t_angle:.3f} {c_angle:.3f}")
print("done: every assertion held")
```

Printed output:

```
E0 = 0.6 eV, L = 0.5 angstrom, tilt = -0.1 eV
k = 20.0 eV/angstrom^2, beta = 0.2, gamma = 0.5 1/angstrom
spring = 5.0 eV/angstrom^2, step = 0.01 angstrom^2/eV
reactant: x = -0.48924, y = 0.02183 angstrom, V = 0.09894 eV
saddle: x = -0.02087, y = -0.00396 angstrom, V = 0.60209 eV
product: x = 0.51011, y = 0.23213 angstrom, V = -0.10102 eV
saddle Hessian xx, xy, yy = -8.9081, -3.5826, 20.0000 eV/angstrom^2
a = 9.3455, b = 20.4374 eV/angstrom^2
unstable mode to x axis = 6.96 degrees
random minimum: 465 cases, 0 attracting
random saddle: 2119 cases, 1046 attracting
random maximum: 416 cases, 0 attracting
tangent at 40 degrees: distance ratio after 2000 steps of 0.001 = 0.00496
tangent at 50 degrees: distance ratio after 2000 steps of 0.001 = 159
step limit at 40 degrees = 0.02708 angstrom^2/eV
0.9 of limit: distance ratio after 1000 steps = 0.00177
1.1 of limit: distance ratio after 1000 steps = 1.5e+03
neighbour turning rate = 29.7828, a+b = 29.7828 eV/angstrom^2
steps after first 300: ordinary 924, climbing 383
climbing band: image, x (angstrom), y (angstrom), V (eV)
  0 -0.48924 0.02183 0.09894
  1 -0.33546 -0.01226 0.24852
  2 -0.17798 -0.01516 0.49339
  3 -0.02087 -0.00396 0.60209
  4 0.17327 0.03437 0.43223
  5 0.35783 0.10575 0.08012
  6 0.51011 0.23213 -0.10102
climbing image = 3, distance to saddle = 2.5e-17 angstrom
ordinary top image = 3: x = 0.03955, y = 0.00523 angstrom
its distance to saddle = 0.06111 angstrom
barrier from cubic = 0.50315 eV
barrier, climbing band = 0.50315 eV = 48.547 kJ/mol
barrier, ordinary band = 0.48579 eV
missing energy = 0.01736 eV, a d^2/2 = 0.01745 eV
kT at 500 K = 0.04309 eV, rate too high by factor 1.496
climber rates = 9.3466, 20.4348; slowest band rate = 4.9923 eV/angstrom^2
largest coupling of climber to others = 1.1e-15 eV/angstrom^2
factor 0: end x = 0.51011, y = 0.23213 angstrom, gradient = 5.49e-15 eV/angstrom
factor 1: end x = 0.03955, y = 0.00523 angstrom, gradient = 5.65e-01 eV/angstrom
factor 2: end x = -0.02087, y = -0.00396 angstrom, gradient = 1.64e-16 eV/angstrom
moving images, spacing (angstrom), tangent and chord angle (deg)
  5 0.1979 0.277 4.207
  11 0.0947 0.048 1.744
  23 0.0460 0.013 0.889
done: every assertion held
```
